# Field-Assisted Nucleation Barrier of a Conducting Sphere in a Dielectric

Consider an insulating layer between electrodes held at fixed potentials. Before anything nucleates, the layer is a uniform linear dielectric of absolute permittivity $\varepsilon=\varepsilon_r\varepsilon_0$, and the field in the region of interest is uniform, of strength $E$ along $z$. A small sphere of radius $R$ then converts to a conducting phase. Let $\sigma$ be the free energy per area of the interface, and $\Delta$ the bulk free energy per volume released by the conversion at zero field. Thus $\Delta>0$ if the conducting phase is the stable one, and $\Delta<0$ if it is metastable. SI units are used, because the factor $3/2$ in the field term belongs to them; the Gaussian form is given below.

The embryo carries no net charge, lies far from the electrodes compared with $R$, and acts as a perfect conductor, so that its interior is field-free and its surface is an equipotential. For a screening length $\lambda$ and a background permittivity $\varepsilon_{\rm in}$ of the conducting phase, this requires both $\lambda\ll R$ and $\lambda\ll R\,\varepsilon_{\rm in}/\varepsilon$. The temperature is uniform and constant, and $\sigma$ and $\Delta$ do not depend on the field. Leakage current, Joule heating and electrostriction are left out. The claim is that the free energy of formation is

$$
G(R)=4\pi R^2\sigma-\frac{4\pi R^3}{3}\,g,\qquad g=\Delta+\frac32\,\varepsilon E^2 .
$$

The field term requires care over what "energy" means. At fixed potentials the voltage source exchanges energy with the layer, and the quantity that decreases in a spontaneous isothermal change is the free energy of layer and source together.

The first ingredient is the charge induced on the sphere. Outside it the potential obeys Laplace's equation, tends to $-Er\cos\theta$ far away, and is constant on $r=R$; the constant may be set to zero. Since the applied potential is proportional to $\cos\theta$, the response is the decaying solution with the same angular dependence:

$$
\phi=-Er\cos\theta+\frac{B\cos\theta}{r^2}.
$$

The condition $\phi(R)=0$ gives $B=ER^3$. The radial field is

$$
-\frac{\partial\phi}{\partial r}=E\left(1+\frac{2R^3}{r^3}\right)\cos\theta ,
$$

which equals $3E\cos\theta$ at the surface. As the interior field vanishes, the charge density on the conductor is $s=3\varepsilon E\cos\theta$. Its integral over the sphere is zero, as required, and its dipole moment is

$$
p=\oint s\,z\,dS=3\varepsilon E R^3\,2\pi\int_0^\pi\cos^2\theta\sin\theta\,d\theta
=4\pi\varepsilon R^3E ,
$$

because the angular integral is $2/3$.

The second ingredient is the charge that the source must deliver. Compare the state without the embryo, with potential $\phi_0$ and electrode charges $Q_i^0$, with the state containing it, with potential $\phi$ and charges $Q_i$. The electrode potentials $V_i$ are the same in both. Both potentials are harmonic in the dielectric outside the embryo, so Green's identity gives

$$
\oint\left(\phi_0\frac{\partial\phi}{\partial n}-\phi\frac{\partial\phi_0}{\partial n}\right)dS=0 .
$$

The integral covers the electrodes and the embryo surface, with $n$ pointing into the dielectric. Any remaining outer wall is taken to pass no flux and contributes nothing. A conductor's surface charge density is $-\varepsilon\,\partial\phi/\partial n$, so the electrodes contribute $-\varepsilon^{-1}\sum_iV_i(Q_i-Q_i^0)$. On the embryo, $\phi$ is constant and multiplies the flux of $\phi_0$ through a closed surface that held no free charge; that term is zero. The other embryo term is $-\varepsilon^{-1}\oint s\phi_0\,dS$. Hence

$$
\sum_iV_i\,\delta Q_i=-\oint s\,\phi_0\,dS=pE ,\qquad \delta Q_i=Q_i-Q_i^0 .
$$

The last equality uses $\phi_0=\text{constant}-Ez$ and the zero total charge of the embryo.

The stored electrostatic free energy of a linear system is $U=\frac12\sum_iV_iQ_i$; the neutral embryo adds nothing to this sum. At fixed potentials it therefore rises by $\delta U=\frac12pE$. The source supplies the work $\sum_iV_i\delta Q_i=pE$, twice as much. The free energy of layer and source together changes by

$$
\delta G_E=\delta U-\sum_iV_i\delta Q_i=-\frac12pE=-2\pi\varepsilon R^3E^2 .
$$

Division by the volume $4\pi R^3/3$ gives a gain of $\frac32\varepsilon E^2$. The comparison is between complete states of the layer, so the energy of the displaced dielectric is already included and must not be subtracted again.

The same gain follows if the electrodes are isolated. For two plates of capacitance $C$ at initial voltage $V$, the embryo adds $\delta C$, and the fixed-voltage result means $\frac12V^2\delta C=\frac12pE$. At fixed charge $Q=CV$ the source does no work, and the stored energy changes by

$$
\frac{Q^2}{2(C+\delta C)}-\frac{Q^2}{2C}
=-\frac{V^2\delta C}{2}\,\frac{1}{1+\delta C/C}.
$$

This is $-\frac12pE$ up to a relative correction $\delta C/C$. That ratio is $\delta U/U$, and with $U=\frac12\varepsilon E^2$ times the gap volume it equals three times the embryo volume divided by the gap volume. The stored energy moves in opposite directions in the two cases, while the thermodynamic gain is the same to leading order.

In Gaussian units the surface charge is $\varepsilon_r/(4\pi)$ times the normal field, so $p=\varepsilon_rR^3E$, and $\frac12pE$ per volume becomes $3\varepsilon_rE^2/(8\pi)$.

Adding the interface cost $4\pi R^2\sigma$ and the bulk release $\frac{4\pi}{3}R^3\Delta$ gives the stated $G(R)$. Its derivatives are

$$
G'(R)=8\pi R\sigma-4\pi R^2g,\qquad G''(R)=8\pi\sigma-8\pi Rg .
$$

For $g>0$ the nonzero root of $G'$ is $R_*=2\sigma/g$. There $G''=-8\pi\sigma<0$, so it is a maximum: smaller spheres lower their free energy by shrinking, larger ones by growing. The barrier is

$$
W=4\pi\sigma\frac{4\sigma^2}{g^2}-\frac{4\pi g}{3}\frac{8\sigma^3}{g^3}
=\left(16\pi-\frac{32\pi}{3}\right)\frac{\sigma^3}{g^2}
=\frac{16\pi\sigma^3}{3\left(\Delta+\frac32\varepsilon E^2\right)^2}.
$$

For $g\le0$ both terms of $G'$ are non-negative, $G$ rises at every $R>0$, and there is no critical sphere.

If $\Delta>0$, define $E_0^2=2\Delta/(3\varepsilon)$, the squared field at which the electrostatic gain equals the bulk release. Then $g=\Delta(1+E^2/E_0^2)$, and with $W_0=16\pi\sigma^3/(3\Delta^2)$

$$
W=\frac{W_0}{(1+E^2/E_0^2)^2}.
$$

At weak field this is $W_0(1-2E^2/E_0^2)$. The reduction has a direct meaning: since $dW/dg=-32\pi\sigma^3/(3g^3)=-\frac{4\pi}{3}R_*^3$, a small additional gain lowers the barrier by that gain times the critical volume. At $E\gg E_0$ the formula gives $W\propto E^{-4}$, but this regime is formal. $R_*$ falls as $E^{-2}$ toward atomic size, and, as stated below, the near-spherical critical shape ceases to exist already at $E\approx0.44E_0$.

For a numerical case take round model parameters, attached to no material: $\sigma=0.05\ \mathrm{J/m^2}$, $\Delta=10^8\ \mathrm{J/m^3}$, $\varepsilon_r=10$, $E=2\times10^8\ \mathrm{V/m}$ and a temperature of 300 K. The gain is

$$
\frac32\,(8.854\times10^{-11})(2\times10^8)^2\ \mathrm{J/m^3}=5.31\times10^6\ \mathrm{J/m^3},
$$

or $5.31\times10^7\ \mathrm{erg/cm^3}$. It is about 5% of $\Delta$, in keeping with $E_0=8.68\times10^8\ \mathrm{V/m}$. The total is $g=1.053\times10^8\ \mathrm{J/m^3}$, and the critical radius falls from $2(0.05)/10^8\ \mathrm m=1.00$ nm to $0.95$ nm. The barriers are

$$
W_0=\frac{16\pi(0.05)^3}{3(10^8)^2}\ \mathrm J=2.09\times10^{-19}\ \mathrm J=1.31\ \mathrm{eV},
$$

$$
W=\frac{16\pi(0.05)^3}{3(1.053\times10^8)^2}\ \mathrm J=1.89\times10^{-19}\ \mathrm J=1.18\ \mathrm{eV}.
$$

The lowering, $2.06\times10^{-20}$ J, is a tenth of the barrier but five times the thermal energy, $4.14\times10^{-21}$ J. If the kinetic prefactor is unchanged, the nucleation rate rises by $e^{2.06/0.414}$, about 144. The weak-field estimate, gain times the zero-field critical volume, is $(5.31\times10^6)(4.19\times10^{-27})\ \mathrm J=2.23\times10^{-20}$ J, which is 8% above the full lowering. An embryo of 1 nm radius is small for a macroscopic $\sigma$, and the field at its poles is $3E=6\times10^8\ \mathrm{V/m}$, where the dielectric must still respond linearly. Perfect screening is also demanding at this size. If the interior potential obeys $\nabla^2\phi=\phi/\lambda^2$, matching at $r=R$ multiplies the gain by $(\varepsilon_{\rm in}y-\varepsilon)/(\varepsilon_{\rm in}y+2\varepsilon)$ with $y\simeq R/\lambda-1$, which is about $1-3\varepsilon\lambda/(\varepsilon_{\rm in}R)$ when $\lambda$ is small. For $\lambda=0.05$ nm this factor is 0.85 if $\varepsilon_{\rm in}=10\varepsilon_0$ and 0.22 if $\varepsilon_{\rm in}=\varepsilon_0$, and the rate factor drops from 144 to about 72 or about 3. These are conditions on the model, not consequences of it.

If $\Delta<0$, the field must first pay the bulk cost. A critical sphere exists when $E>E_c$, with $E_c^2=2|\Delta|/(3\varepsilon)$, and then

$$
g=|\Delta|\left(\frac{E^2}{E_c^2}-1\right),\qquad
W=\frac{16\pi\sigma^3}{3\Delta^2(E^2/E_c^2-1)^2}.
$$

The barrier diverges as $E$ falls to $E_c$. A sphere that has grown past $R_*$ is sustained by the field: when the field is removed, $g=\Delta<0$, and shrinking lowers the free energy at every size. How quickly it shrinks is a kinetic question. For $\Delta=-2\times10^6\ \mathrm{J/m^3}$ and the other parameters as before, $E_c=1.23\times10^8\ \mathrm{V/m}$. The applied field exceeds this, and $g=(5.31-2.00)\times10^6\ \mathrm{J/m^3}=3.31\times10^6\ \mathrm{J/m^3}$. Yet $R_*=30.2$ nm and $W=1.91\times10^{-16}$ J, about 1190 eV. Being above threshold makes growth of a large sphere favourable, but thermal nucleation of that sphere is out of reach.

This raises the question of whether a sphere is the right shape. Consider a prolate spheroid along the field with semi-axes $a>b$ and focal half-distance $c=\sqrt{a^2-b^2}$. Use coordinates $\xi\ge1$ and $-1\le\eta\le1$ with $z=c\xi\eta$ and distance from the axis $c\sqrt{(\xi^2-1)(1-\eta^2)}$. The surface is $\xi=\xi_s=a/c$. Laplace's equation for axial symmetry reads

$$
\partial_\xi\left[(\xi^2-1)\partial_\xi\phi\right]+\partial_\eta\left[(1-\eta^2)\partial_\eta\phi\right]=0 .
$$

With $\phi=f(\xi)\eta$ it becomes $[(\xi^2-1)f']'=2f$. One solution is $f=\xi$, the uniform field. Setting $f=\xi u$ reduces the equation to $[\xi^2(\xi^2-1)u']'=0$, whose decaying solution is

$$
u=\int_\xi^\infty\left(\frac1{t^2-1}-\frac1{t^2}\right)dt
=\frac12\ln\frac{\xi+1}{\xi-1}-\frac1\xi .
$$

Let $F(\xi)=\xi u(\xi)$, which tends to $1/(3\xi^2)$ at large $\xi$. The potential that vanishes on the surface is

$$
\phi=-Ec\,\eta\left[\xi-\xi_s\frac{F(\xi)}{F(\xi_s)}\right].
$$

Far away $\xi\simeq r/c$ and $\eta\simeq\cos\theta$, so the second term is $Ec^3\xi_s\cos\theta/[3F(\xi_s)r^2]$. Comparison with a dipole potential $p\cos\theta/(4\pi\varepsilon r^2)$ gives $p$. The volume is $\frac{4\pi}{3}ab^2=\frac{4\pi}{3}c^3\xi_s(\xi_s^2-1)$. The reciprocity argument did not use the spherical shape, so the gain per volume is

$$
\frac{pE}{2\times\text{volume}}=\frac{\varepsilon E^2}{2n},\qquad n=(\xi_s^2-1)F(\xi_s).
$$

For $\xi_s\to\infty$, $n\to1/3$ and the factor $3/2$ returns.

A shape of fixed proportions and linear size $L$ has area $\alpha L^2$ and volume $\beta L^3$. Maximizing $\sigma\alpha L^2-g_n\beta L^3$, with $g_n=\Delta+\varepsilon E^2/(2n)$, gives $L_*=2\sigma\alpha/(3g_n\beta)$ and

$$
W_n=\frac{\sigma\alpha L_*^2}{3}=\frac{4\sigma^3}{27g_n^2}\frac{\alpha^3}{\beta^2}.
$$

Near the sphere let $q=a/b=e^\delta$ and $x=1/\xi_s^2=1-q^{-2}\simeq2\delta$. From $F=1/(3\xi^2)+1/(5\xi^4)+\dots$ one finds $n\simeq\frac13-\frac{2x}{15}$, so the gain grows by the factor $1+\frac45\delta$. The spheroid area is $2\pi b^2[1+q\arcsin(\sqrt x)/\sqrt x]$. Divided by the area of the sphere of equal volume, it is

$$
(1-x)^{1/3}\left(1+\frac x3+\frac{4x^2}{15}+\dots\right)=1+\frac{2x^2}{45}+\dots
=1+\frac{8\delta^2}{45}+\dots
$$

The area cost is quadratic in $\delta$ and the gain is linear. With $f=\frac32\varepsilon E^2/g$ small and $\Delta>0$,

$$
\ln\frac{W_n}{W}\simeq\frac{8}{15}\delta^2-\frac85f\delta ,
$$

which is least at $\delta=\frac32f$, where it equals $-\frac65f^2$. Relaxation among nearby spheroids thus changes the barrier at order $E^4$, and the sphere gives the $E^2$ term correctly. In the first example $f=0.050$, which predicts $q\simeq1.08$ and a lowering of 0.3%; direct minimization gives 1.09 and 0.34%. That is 0.16 of the thermal energy, and it raises the rate factor from 144 to about 169. The minimum near the sphere exists only for $f$ below about 0.16, that is $E$ below about $0.44E_0$; at stronger fields $W_n$ falls steadily with elongation.

Long needles behave differently. For $q\gg1$, $n\simeq[\ln(2q)-1]/q^2$ and $\alpha^3/\beta^2\simeq9\pi^4q/16$, so $W_n$ falls as $[\ln(2q)-1]^2/q^3$ and tends to zero. In the first example the spheroid barrier climbs to 1.69 times the sphere's at $q=6.7$, then drops, and equals it again at $q=17$. That critical needle has a minor semi-axis of 0.26 nm, an atomic dimension at which a continuum interface and perfect screening cannot be trusted. The field at its tips, $E/n=2.3\times10^{10}\ \mathrm{V/m}$, is also far above the breakdown fields of solid insulators, so linear dielectric response fails there. The formula for $W$ is therefore the barrier for spherical embryos, not the minimum over all shapes; a theory of needles needs a further input, such as a smallest permitted thickness.

The restriction to spheres matters most for $\Delta<0$. There $E_c$ is the threshold for spheres only: a prolate spheroid has $n<1/3$, so its $g_n$ becomes positive at a lower field. In the second example $f=1.6$ is not small, the expansion near the sphere does not apply, and $W_n$ falls steadily with elongation: 243 eV at $q=2$, 38 eV at $q=5$ and 8.8 eV at $q=10$. The tip fields $E/n$ are then $1.2$, $3.6$ and $9.9\times10^9\ \mathrm{V/m}$, at or beyond the limit of linear dielectric response.

The electrostatic part was tested by a finite-element solution between parallel plates, with a half-gap of 20 sphere radii. In units of $\varepsilon E^2$ per embryo volume, the gain is 1.502 for the sphere, within 0.12% of $3/2$, and the stored-energy change at fixed charge is $-1.501$. For a spheroid with $q=2$ the solution gives 2.884 against 2.881 from the formula. These values, and the barriers, radii and threshold of the spherical examples, are in the numerical output.

## Numbers as computed

```
Interface energy: 0.050 J/m^2
Bulk free energy released: 1.000e+08 J/m^3
Relative permittivity: 10.0 (dimensionless)
Absolute permittivity: 8.8542e-11 F/m
Applied field: 2.000e+08 V/m
Temperature: 300.0 K
FE gain / (eps E^2), sphere: 1.50169 (dimensionless)
FE moment / (eps E volume), sphere: 3.00339 (dimensionless)
FE fixed-charge change / (eps E^2 volume): -1.50132 (dimensionless)
FE gain / (eps E^2), aspect 2: 2.88402 (dimensionless)
Formula gain / (eps E^2), aspect 2: 2.88078 (dimensionless)
Field gain per volume: 5.3125e+06 J/m^3
Field gain, Gaussian: 5.3125e+07 erg/cm^3
Total driving free energy: 1.05313e+08 J/m^3
Field scale E0: 8.6772e+08 V/m
Critical radius without field: 1.0000 nm
Critical radius with field: 0.9496 nm
Barrier without field: 2.0944e-19 J = 1.3072 eV
Barrier with field: 1.8884e-19 J = 1.1787 eV
Barrier with field, numerical: 1.8882e-19 J
Barrier lowering: 2.0597e-20 J
Thermal energy: 4.1419e-21 J
Boltzmann factor of lowering: 144.4 (dimensionless)
Metastable case, bulk cost: 2.000e+06 J/m^3
Metastable case, threshold field: 1.2271e+08 V/m
Metastable case, net driving energy: 3.3125e+06 J/m^3
Metastable case, critical radius: 30.19 nm
Metastable case, barrier: 1.9087e-16 J = 1191.3 eV
Shape lowering ratio on doubling gain: 4.010 (dimensionless)
Relaxed near-sphere aspect ratio: 1.0902 (dimensionless)
Relaxed near-sphere barrier lowering: 0.344 percent
Aspect ratio at highest spheroid barrier: 6.72 (dimensionless)
Highest spheroid barrier / sphere barrier: 1.693 (dimensionless)
Needle aspect with barrier equal to sphere: 17.15 (dimensionless)
Minor semi-axis of that critical needle: 0.259 nm
```
